# Why nanometres of substrate etching can release an adhering particle: a program that tests the result

```python
# Result under test: a sphere near a flat wall in a 1:1 electrolyte feels a net
# force that turns from attraction to repulsion at the smaller root of
#     x^2 = beta*(exp(x) + s),  x = kappa*h,
#     beta = A*kappa/(24*pi*eps*psi^2).
# h: gap, A: Hamaker constant, 1/kappa: Debye length, eps: permittivity,
# psi: potential of each isolated surface, s: charge-regulation parameter
# (+1 constant potential, -1 constant charge). A particle held by a residual
# support until the gap exceeds this root is driven away when the support goes.
# SI units inside; gaps passed to root finders are in nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import lambertw

nm = 1e-9
pi = np.pi
temperature = 298.15
kT = const.k * temperature
eps_rel = 78.5
eps = eps_rel * const.epsilon_0
A = 1e-20
psi = 0.030
R = 100 * nm
salt = 1.0            # mol/m^3, equal to mmol/L
viscosity = 1e-3
h0 = 0.3 * nm
etch_rate = 1 * nm / 60
facet = 5 * nm


def inverse_debye(c):
    return np.sqrt(2 * const.N_A * c * const.e**2 / (eps * kT))


def beta_of(k):
    return A * k / (24 * pi * eps * psi**2)


kappa = inverse_debye(salt)
beta = beta_of(kappa)


def integral(f, lo, hi):
    return quad(f, lo, hi, epsabs=0, epsrel=1e-8, limit=500)[0]


def plate_pressure(h, s=1.0, k=kappa):
    q = np.exp(-k * h)
    return 2 * eps * k**2 * psi**2 * q / (1 + s * q)**2


def plate_energy(h, s=1.0, k=kappa):
    q = np.exp(-k * h)
    return 2 * eps * k * psi**2 * q / (1 + s * q)


def repulsion(h, k=kappa):
    return 2 * pi * R * plate_energy(h, 1.0, k)


def attraction(h):
    return A * R / (6 * h**2)


def net_force(h, k=kappa):
    return repulsion(h, k) - attraction(h)


def peak_position(s):
    return 2 + lambertw(2 * s * np.exp(-2)).real


def inner_root(b, s):
    return brentq(lambda x: x**2 - b * (np.exp(x) + s),
                  1e-7, peak_position(s), xtol=1e-14)


x_star = inner_root(beta, 1.0)
h_star = x_star / kappa
h_lsa = inner_root(beta, 0.0) / kappa
h_charge = inner_root(beta, -1.0) / kappa
x_outer = brentq(lambda x: x**2 * np.exp(-x) - beta * (1 + np.exp(-x)),
                 peak_position(1.0), 40)
h_outer = x_outer / kappa

# --- Regulated plates: finite differences for the potential, then quadrature.


def midplane_potential(x, c, n=400):
    d = x / 2 / n
    band = np.zeros((3, n + 1))
    band[0, 1:] = 1
    band[1, :] = -(2 + d**2)
    band[2, :-1] = 1
    band[0, 1] = 2
    band[1, 0] -= 2 * d * c
    band[2, n - 1] = 2
    rhs = np.zeros(n + 1)
    rhs[0] = -2 * d * (1 + c)
    return solve_banded((1, 1), band, rhs)[-1]


for c in (0.0, 1.0, 3.0, 1e6):
    s = (c - 1) / (c + 1)
    numeric = quad(lambda x: midplane_potential(x, c)**2 / 2, 0.5, 25,
                   epsabs=1e-7, epsrel=1e-6)[0]
    formula = plate_energy(0.5 / kappa, s) / (eps * kappa * psi**2)
    assert abs(numeric / formula - 1) < 1e-3

# --- Roots: ordering, Lambert form, small-beta expansion.
assert h_charge < h_lsa < h_star < h_outer
lambert_gap = -2 * lambertw(-np.sqrt(beta) / 2).real / kappa
assert abs(lambert_gap / h_lsa - 1) < 1e-9
h_series = (np.sqrt(2 * beta) + beta / 2) / kappa
assert abs(h_series / h_star - 1) < 0.01
h_leading = np.sqrt(A / (12 * pi * eps * kappa * psi**2))

# --- Full sphere: rings for the pressure, slices for the Hamaker sum.


def full_sphere_force(h, radius):
    top = min(radius, 40 / kappa)
    push = integral(lambda v: plate_pressure(h + v) * 2 * pi * (radius - v),
                    0, top)

    def slice_pull(t):
        z = h * np.exp(t)
        u = z - h
        return A / (2 * z**4) * (2 * radius - u) * u * z

    pull = integral(slice_pull, 0, np.log((h + 2 * radius) / h))
    return push, pull


def full_crossing(radius):
    def balance(g):
        push, pull = full_sphere_force(g * nm, radius)
        return (push - pull) / radius
    return brentq(balance, 0.5, 8, xtol=1e-9) * nm


assert abs(full_sphere_force(h_star, R)[1] / attraction(h_star) - 1) < 0.03
h_full = full_crossing(R)
h_full_large = full_crossing(10 * R)
deviation = abs(h_full / h_star - 1)
assert deviation < 0.08      # curvature correction of order 1/(kappa*R)
assert abs(h_full_large / h_star - 1) < 0.2 * deviation

# --- Nonlinear Poisson-Boltzmann plates at constant potential.
y_wall = const.e * psi / kT


def nonlinear_gap(y_mid):
    sm = np.sinh(y_mid / 2)
    end = np.arccosh(np.sinh(y_wall / 2) / sm)
    return 2 * quad(lambda t: 1 / np.sqrt(1 + (sm * np.cosh(t))**2),
                    0, end)[0]


def nonlinear_energy(y_mid):
    area = quad(lambda m: nonlinear_gap(m) * np.sinh(m), 0, y_mid,
                epsabs=1e-8, epsrel=1e-7)[0]
    scaled = area - nonlinear_gap(y_mid) * (np.cosh(y_mid) - 1)
    return eps * kappa * (kT / const.e)**2 * scaled


def nonlinear_balance(y_mid):
    h = nonlinear_gap(y_mid) / kappa
    return nonlinear_energy(y_mid) * 12 * pi * h**2 / A - 1


y_cross = brentq(nonlinear_balance, y_wall / np.cosh(0.5),
                 y_wall * (1 - 1e-6), xtol=1e-10)
h_nonlinear = nonlinear_gap(y_cross) / kappa
assert abs(h_nonlinear / h_star - 1) < 0.03   # finite-potential correction

# --- Critical salt: scan the force itself on both sides of the prediction.
x_peak = peak_position(1.0)
beta_max = x_peak**2 / (np.exp(x_peak) + 1)
salt_critical = salt * (beta_max / beta)**2
scan = np.linspace(0.1, 20, 40001) * nm
assert net_force(scan, inverse_debye(0.98 * salt_critical)).max() > 0
assert net_force(scan, inverse_debye(1.02 * salt_critical)).max() < 0

# --- Energy, barrier and thermal blur.


def energy(h):
    return (4 * pi * R * eps * psi**2 * np.log1p(np.exp(-kappa * h))
            - A * R / (6 * h))


work = integral(net_force, h_star, h_outer)
barrier = energy(h_star) - energy(h_outer)
assert abs(work / barrier - 1) < 1e-6
step = 1e-3 * nm
stiffness = (net_force(h_star + step) - net_force(h_star - step)) / (2 * step)
assert stiffness > 0         # the crossing is an unstable balance
blur = np.sqrt(kT / stiffness)

# --- Flat facet on the sphere: ring quadrature against the closed form.


def net_pressure(h):
    return plate_pressure(h) - A / (6 * pi * h**3)


def facet_force(h):
    return net_force(h) + pi * facet**2 * net_pressure(h)


test_gap = 1 * nm
outer_rings = sum(integral(
    lambda r: net_pressure(test_gap + (r**2 - facet**2) / (2 * R))
    * 2 * pi * r, lo, hi)
    for lo, hi in ((facet, 30 * nm), (30 * nm, 200 * nm),
                   (200 * nm, 5000 * nm)))
ring_force = outer_rings + pi * facet**2 * net_pressure(test_gap)
assert abs(ring_force / facet_force(test_gap) - 1) < 1e-4
h_facet = brentq(lambda g: facet_force(g * nm) * 1e12, 0.5, 8) * nm
assert h_facet > h_star

# --- Motion after loss of support, with the surface still being etched.


def drift_speed(h):
    return h * net_force(h) / (6 * pi * viscosity * R**2)


def motion(t, y):            # nm and microseconds; 1 m/s = 1000 nm/us
    return [1e3 * (drift_speed(y[0] * nm) + etch_rate)]


def at_contact(t, y):
    return y[0] - h0 / nm


def far_away(t, y):
    return y[0] - 20.0


at_contact.terminal = True
far_away.terminal = True


def fate(start):
    run = solve_ivp(motion, (0, 1e4), [start / nm], rtol=1e-8, atol=1e-10,
                    events=(at_contact, far_away))
    return run.t_events


back = fate(0.9 * h_star)
away = fate(1.1 * h_star)
assert len(back[0]) == 1 and len(back[1]) == 0
assert len(away[0]) == 0 and len(away[1]) == 1
follow_speed = -drift_speed(h0)
assert follow_speed > 1e3 * etch_rate

# --- Worked example.
print(f"Sphere radius R = {R/nm:.0f} nm")
print(f"Hamaker constant A = {A:.1e} J")
print(f"Surface potential psi = {psi*1e3:.0f} mV")
print(f"Salt concentration = {salt:.1f} mmol/L")
print(f"Relative permittivity = {eps_rel:.1f}")
print(f"Temperature = {temperature:.2f} K")
print(f"Viscosity = {viscosity*1e3:.1f} mPa s")
print(f"Contact gap h0 = {h0/nm:.2f} nm")
print(f"Etch rate = {etch_rate*60/nm:.1f} nm/min")
print(f"Debye length = {1/kappa/nm:.3f} nm")
print(f"kappa*R = {kappa*R:.2f} (dimensionless)")
print(f"beta = {beta:.5f} (dimensionless)")
print(f"x at crossing, constant potential = {x_star:.4f} (dimensionless)")
for h in (h0, 1 * nm, h_star, 4 * nm):
    print(f"Gap {h/nm:.3f} nm: attraction {attraction(h)*1e12:.2f} pN, "
          f"repulsion {repulsion(h)*1e12:.2f} pN")
print(f"Attraction/repulsion at h0 = {attraction(h0)/repulsion(h0):.1f}")
print(f"Crossing h*, constant potential (s=1) = {h_star/nm:.3f} nm")
print(f"Crossing h*, s=0 = {h_lsa/nm:.3f} nm")
print(f"Crossing h*, constant charge (s=-1) = {h_charge/nm:.3f} nm")
print(f"Leading small-beta estimate, s=1 = {h_leading/nm:.3f} nm")
print(f"Two-term small-beta estimate, s=1 = {h_series/nm:.3f} nm")
print(f"Etch depth h*-h0, s=1 = {(h_star-h0)/nm:.3f} nm")
print(f"Same etch depth = {(h_star-h0)/const.value('Bohr radius'):.1f} bohr")
print(f"Crossing, nonlinear theory = {h_nonlinear/nm:.3f} nm")
print(f"Crossing, full sphere R=100 nm = {h_full/nm:.3f} nm")
print(f"Crossing, full sphere R=1000 nm = {h_full_large/nm:.3f} nm")
print(f"Facet radius = {facet/nm:.1f} nm")
print(f"Crossing with facet = {h_facet/nm:.3f} nm")
for c in (0.1, 10.0, 100.0):
    k = inverse_debye(c)
    print(f"Crossing at {c:.1f} mmol/L, s=1 = "
          f"{inner_root(beta_of(k), 1.0)/k/nm:.3f} nm")
print(f"x at maximum, s=1 = {x_peak:.4f} (dimensionless)")
print(f"Largest beta with a crossing, s=1 = {beta_max:.4f} (dimensionless)")
print(f"Critical salt concentration, s=1 = {salt_critical:.0f} mmol/L")
print(f"Outer force zero = {h_outer/nm:.1f} nm")
print(f"Depth of outer minimum = {-energy(h_outer)/kT:.3f} kT")
print(f"Barrier against return = {barrier/kT:.1f} kT")
print(f"Thermal blur of threshold = {blur/nm:.3f} nm")
print(f"Return speed at h0 = {follow_speed*1e3:.3f} mm/s")
print(f"Return speed / etch rate = {follow_speed/etch_rate:.2e}")
print(f"Return time from 0.9 h* to h0 = {back[0][0]:.2f} microseconds")
print(f"Escape time from 1.1 h* to 20 nm = {away[1][0]:.2f} microseconds")
print("success")
```

Output:

```
Sphere radius R = 100 nm
Hamaker constant A = 1.0e-20 J
Surface potential psi = 30 mV
Salt concentration = 1.0 mmol/L
Relative permittivity = 78.5
Temperature = 298.15 K
Viscosity = 1.0 mPa s
Contact gap h0 = 0.30 nm
Etch rate = 1.0 nm/min
Debye length = 9.620 nm
kappa*R = 10.40 (dimensionless)
beta = 0.02204 (dimensionless)
x at crossing, constant potential = 0.2227 (dimensionless)
Gap 0.300 nm: attraction 1851.85 pN, repulsion 40.22 pN
Gap 1.000 nm: attraction 166.67 pN, repulsion 38.74 pN
Gap 2.142 nm: attraction 36.33 pN, repulsion 36.33 pN
Gap 4.000 nm: attraction 10.42 pN, repulsion 32.48 pN
Attraction/repulsion at h0 = 46.0
Crossing h*, constant potential (s=1) = 2.142 nm
Crossing h*, s=0 = 1.548 nm
Crossing h*, constant charge (s=-1) = 0.214 nm
Leading small-beta estimate, s=1 = 2.020 nm
Two-term small-beta estimate, s=1 = 2.126 nm
Etch depth h*-h0, s=1 = 1.842 nm
Same etch depth = 34.8 bohr
Crossing, nonlinear theory = 2.122 nm
Crossing, full sphere R=100 nm = 2.275 nm
Crossing, full sphere R=1000 nm = 2.154 nm
Facet radius = 5.0 nm
Crossing with facet = 2.257 nm
Crossing at 0.1 mmol/L, s=1 = 3.706 nm
Crossing at 10.0 mmol/L, s=1 = 1.275 nm
Crossing at 100.0 mmol/L, s=1 = 0.829 nm
x at maximum, s=1 = 2.2177 (dimensionless)
Largest beta with a crossing, s=1 = 0.4828 (dimensionless)
Critical salt concentration, s=1 = 480 mmol/L
Outer force zero = 76.6 nm
Depth of outer minimum = 0.462 kT
Barrier against return = 93.8 kT
Thermal blur of threshold = 0.360 nm
Return speed at h0 = 2.883 mm/s
Return speed / etch rate = 1.73e+08
Return time from 0.9 h* to h0 = 4.42 microseconds
Escape time from 1.1 h* to 20 nm = 24.34 microseconds
success
```
